# The Kratzer relation for centrifugal distortion in diatomic molecules: verification in Python

```python
"""Kratzer relation D = 4 B^3 / omega^2 for a diatomic molecule.

Rydberg atomic units: hbar = 1, electron mass = 1/2, energy in Ry, length in bohr.
M      reduced mass / electron mass, so the kinetic operator is -(1/M) d2/dr2
X      J(J+1), with J the rotational quantum number
r_e, k equilibrium distance and force constant of the potential V(r)
B      1/(M r_e^2), rotational constant;  omega = sqrt(2k/M), vibrational quantum
D, H   coefficients in E = B X - D X^2 + H X^3 - ...
a1     cubic constant in V = a0 xi^2 (1 + a1 xi + ...), xi = (r - r_e)/r_e
The relation is tested on ab initio curves of H2, HCl and N2, by numerical
force balance and by diagonalization of the radial Schroedinger equation.
"""
from math import factorial

import numpy as np
from numpy.polynomial import Chebyshev, Polynomial
from pyscf import cc, gto, lib, scf
from scipy import constants
from scipy.linalg import eigh
from scipy.optimize import brentq

lib.num_threads(1)
RY_TO_CM = constants.Rydberg / 100.0
U_TO_ME = constants.atomic_mass / constants.electron_mass

# Standard isotopic atomic masses in u (inputs): 1H, 14N, 35Cl
MASS = {"H": 1.00782503, "N": 14.00307400, "Cl": 34.96885268}
CHARGE = {"H": 1, "N": 7, "Cl": 17}
# atoms, frozen core orbitals, range of r in bohr, polynomial degree, step in J
MOLECULES = {
    "H2": (("H", "H"), 0, (0.45, 3.20), 16, 1),
    "HCl": (("H", "Cl"), 5, (1.45, 4.00), 10, 3),
    "N2": (("N", "N"), 2, (1.70, 2.75), 10, 12),
}


def ab_initio_energy(atoms, frozen, r):
    """Total CCSD(T)/cc-pVDZ energy in Ry at distance r."""
    mol = gto.M(atom=f"{atoms[0]} 0 0 0; {atoms[1]} 0 0 {r:.12f}",
                unit="Bohr", basis="cc-pvdz", verbose=0)
    mean_field = scf.RHF(mol)
    mean_field.conv_tol = 1e-11
    mean_field.kernel()
    cluster = cc.CCSD(mean_field, frozen=frozen)
    cluster.conv_tol = 1e-9
    cluster.conv_tol_normt = 1e-6
    cluster.max_cycle = 100
    cluster.kernel()
    assert mean_field.converged and cluster.converged
    energy = cluster.e_tot
    if mol.nelectron > 2:  # two electrons have no triple excitations
        energy += cluster.ccsd_t()
    return 2.0 * energy


def make_potential(atoms, frozen, box, degree):
    """Return V(r, n), the n-th derivative of the interpolated potential."""
    repulsion = 2.0 * CHARGE[atoms[0]] * CHARGE[atoms[1]]

    def electronic(nodes):
        return np.array([ab_initio_energy(atoms, frozen, r) - repulsion / r
                         for r in nodes])

    smooth = Chebyshev.interpolate(electronic, degree, domain=list(box))
    derivatives = [smooth] + [smooth.deriv(n) for n in (1, 2, 3)]

    def potential(r, n=0):
        nuclear = repulsion * (-1) ** n * factorial(n) / r ** (n + 1)
        return derivatives[n](r) + nuclear

    return potential


def radial_levels(potential, M, box, X, size=140):
    """Two lowest radial levels at given X, from a sine basis on a grid."""
    length = box[1] - box[0]
    index = np.arange(1, size)
    r = box[0] + length * index / size
    sines = np.sqrt(2.0 / size) * np.sin(np.pi * np.outer(index, index) / size)
    kinetic = (sines * ((np.pi * index / length) ** 2 / M)) @ sines
    hamiltonian = kinetic + np.diag(potential(r) + X / (M * r**2))
    return eigh(hamiltonian, eigvals_only=True, subset_by_index=[0, 1])


def rotational_series(X, energies):
    """Power-series coefficients in X through five levels."""
    return Polynomial.fit(X, energies, 4).convert().coef


def x_values(step):
    J = step * np.arange(5)
    return (J * (J + 1)).astype(float)


# Check the radial solver on the Kratzer potential, whose levels are known exactly.
depth, r_min, M_model = 0.35, 1.4, 900.0


def kratzer_potential(r):
    return depth * ((r_min / r) ** 2 - 2.0 * r_min / r)


solver_error = 0.0
for J in (0, 3):
    numeric = radial_levels(kratzer_potential, M_model, (0.4, 4.5), J * (J + 1))
    root = np.sqrt(0.25 + M_model * depth * r_min**2 + J * (J + 1))
    exact = -M_model * (depth * r_min) ** 2 / (np.arange(2) + 0.5 + root) ** 2
    solver_error = max(solver_error, np.max(np.abs(numeric - exact)))
assert solver_error < 1e-8

results = {}
curves = {}
for name, (atoms, frozen, box, degree, step) in MOLECULES.items():
    m1, m2 = MASS[atoms[0]], MASS[atoms[1]]
    M = m1 * m2 / (m1 + m2) * U_TO_ME
    V = make_potential(atoms, frozen, box, degree)
    r_e = brentq(lambda r: V(r, 1), *box, xtol=1e-13)
    V_min = V(r_e)
    k = V(r_e, 2)
    B = 1.0 / (M * r_e**2)
    omega = np.sqrt(2.0 * k / M)
    D = 4.0 * B**3 / omega**2
    a1 = V(r_e, 3) * r_e / (3.0 * k)

    # Direct energies near the minimum check the interpolated curve.
    h = 0.03
    near = r_e + h * np.array([-1.0, 0.0, 1.0])
    direct = np.array([ab_initio_energy(atoms, frozen, r) for r in near])
    curve_error = np.max(np.abs(direct - V(near)))
    k_direct = (direct[0] - 2.0 * direct[1] + direct[2]) / h**2
    assert curve_error < 2e-5
    assert abs(k_direct / k - 1.0) < 0.01

    # Balance of forces on the full anharmonic curve.
    X = x_values(step)
    balance = np.array([brentq(lambda r: V(r, 1) - 2.0 * x / (M * r**3),
                               0.98 * r_e, box[1], xtol=1e-13) for x in X])
    stretch = balance[1] - r_e
    stretch_formula = 2.0 * X[1] / (M * k * r_e**3)
    stored = V(balance[1]) - V_min
    released = B * X[1] - X[1] / (M * balance[1] ** 2)
    assert abs(stretch / stretch_formula - 1.0) < 0.01
    assert abs(released / stored - 2.0) < 0.04
    classical = rotational_series(X, V(balance) - V_min + X / (M * balance**2))
    D_balance, H_balance = -classical[2], classical[3]
    H_formula = (3.0 + a1) * D**2 / B
    assert abs(classical[1] / B - 1.0) < 1e-5
    assert abs(D_balance / D - 1.0) < 1e-4
    assert abs(H_balance / H_formula - 1.0) < 0.01

    # Quantum levels give the ground-state constants without the relation.
    def shifted(r, V=V, V_min=V_min):
        return V(r) - V_min

    levels = np.array([radial_levels(shifted, M, box, x) for x in X])
    ground = rotational_series(X, levels[:, 0])
    B_0, D_0 = ground[1], -ground[2]
    fundamental = levels[0, 1] - levels[0, 0]
    assert abs(D_0 / D - 1.0) < 5.0 * B / omega

    curves[name] = (shifted, M, box, D)
    results[name] = {
        "M": M, "r_e": r_e, "k": k, "k_direct": k_direct, "a1": a1,
        "curve_error": curve_error, "B": B * RY_TO_CM,
        "omega": omega * RY_TO_CM, "D": D * RY_TO_CM, "D_Ry": D,
        "J": step, "stretch": stretch, "stretch_formula": stretch_formula,
        "stored": stored * RY_TO_CM, "released": released * RY_TO_CM,
        "D_balance": D_balance * RY_TO_CM, "H_balance": H_balance * RY_TO_CM,
        "H_formula": H_formula * RY_TO_CM, "B_0": B_0 * RY_TO_CM,
        "fundamental": fundamental * RY_TO_CM, "D_0": D_0 * RY_TO_CM,
        "deviation": 100.0 * (D / D_0 - 1.0), "ratio": 100.0 * B / omega,
        "D_ground": 4.0 * B_0**3 / fundamental**2 * RY_TO_CM,
    }

# Heavier nuclei on the H2 curve: the deviation must fall as M^(-1/2).
shifted, M_H2, box, D_H2 = curves["H2"]
mass_deviation = {}
for factor in (1, 64, 256):
    X = x_values(int(round(np.sqrt(factor))))
    energies = [radial_levels(shifted, factor * M_H2, box, x)[0] for x in X]
    D_level = -rotational_series(X, energies)[2]
    mass_deviation[factor] = D_level / (D_H2 / factor**2) - 1.0
halving = mass_deviation[256] / mass_deviation[64]
assert 0.4 < halving < 0.6


def row(label, key, style):
    print(label + ": " + ", ".join(
        f"{name} {values[key]:{style}}" for name, values in results.items()))


print("Level of theory: frozen-core CCSD(T)/cc-pVDZ")
for atom, mass in MASS.items():
    print(f"Atomic mass of {atom} isotope (u): {mass:.8f}")
print(f"1 Ry in cm^-1: {RY_TO_CM:.4f}")
print(f"1 u in electron masses: {U_TO_ME:.4f}")
print(f"Radial solver, largest error (Ry): {solver_error:.1e}")
row("Reduced mass M (electron masses)", "M", ".3f")
row("r_e (bohr)", "r_e", ".5f")
row("k (Ry/bohr^2)", "k", ".5f")
row("k from direct energies (Ry/bohr^2)", "k_direct", ".5f")
row("Interpolation error near r_e (Ry)", "curve_error", ".1e")
row("Cubic constant a1 (no unit)", "a1", ".4f")
row("B (cm^-1)", "B", ".5f")
row("omega (cm^-1)", "omega", ".2f")
row("D = 4B^3/omega^2 (cm^-1)", "D", ".5e")
row("D = 4B^3/omega^2 (Ry)", "D_Ry", ".5e")
row("J of the force-balance example", "J", "d")
row("Stretch, full curve (bohr)", "stretch", ".4e")
row("Stretch, harmonic formula (bohr)", "stretch_formula", ".4e")
row("Energy stored in bond (cm^-1)", "stored", ".4e")
row("Centrifugal energy released (cm^-1)", "released", ".4e")
row("D from force balance (cm^-1)", "D_balance", ".5e")
row("H from force balance (cm^-1)", "H_balance", ".3e")
row("H = (3+a1)D^2/B (cm^-1)", "H_formula", ".3e")
row("B_0 from levels (cm^-1)", "B_0", ".5f")
row("Fundamental from levels (cm^-1)", "fundamental", ".2f")
row("D_0 from levels (cm^-1)", "D_0", ".5e")
row("Relation minus D_0 (% of D_0)", "deviation", ".3f")
row("B/omega (%)", "ratio", ".3f")
row("4B_0^3/fundamental^2 (cm^-1)", "D_ground", ".5e")
for factor, value in mass_deviation.items():
    print(f"H2 curve, mass x {factor}: D_0/D - 1 (%): {100 * value:.4f}")
print(f"Deviation ratio, mass x 256 to x 64: {halving:.3f}")
print("verified")
```

Running it gives:

```
Level of theory: frozen-core CCSD(T)/cc-pVDZ
Atomic mass of H isotope (u): 1.00782503
Atomic mass of N isotope (u): 14.00307400
Atomic mass of Cl isotope (u): 34.96885268
1 Ry in cm^-1: 109737.3157
1 u in electron masses: 1822.8885
Radial solver, largest error (Ry): 3.7e-13
Reduced mass M (electron masses): H2 918.576, HCl 1785.688, N2 12763.021
r_e (bohr): H2 1.43788, HCl 2.43747, N2 2.11447
k (Ry/bohr^2): H2 0.73236, HCl 0.67532, N2 2.89901
k from direct energies (Ry/bohr^2): H2 0.73313, HCl 0.67582, N2 2.90167
Interpolation error near r_e (Ry): H2 1.0e-06, HCl 1.6e-06, N2 2.2e-09
Cubic constant a1 (no unit): H2 -1.6066, HCl -2.4087, N2 -2.7702
B (cm^-1): H2 57.78226, HCl 10.34357, N2 1.92309
omega (cm^-1): H2 4382.02, HCl 3018.00, N2 2338.93
D = 4B^3/omega^2 (cm^-1): H2 4.01878e-02, HCl 4.85995e-04, N2 5.20025e-06
D = 4B^3/omega^2 (Ry): H2 3.66218e-07, HCl 4.42871e-09, N2 4.73882e-11
J of the force-balance example: H2 1, HCl 3, N2 12
Stretch, full curve (bohr): H2 1.9985e-03, HCl 1.3748e-03, N2 8.9240e-04
Stretch, harmonic formula (bohr): H2 2.0001e-03, HCl 1.3743e-03, N2 8.9197e-04
Energy stored in bond (cm^-1): H2 1.6013e-01, HCl 6.9937e-02, N2 1.2653e-01
Centrifugal energy released (cm^-1): H2 3.2057e-01, HCl 1.3990e-01, N2 2.5307e-01
D from force balance (cm^-1): H2 4.01876e-02, HCl 4.85995e-04, N2 5.20025e-06
H from force balance (cm^-1): H2 3.891e-05, HCl 1.350e-08, N2 3.232e-12
H = (3+a1)D^2/B (cm^-1): H2 3.895e-05, HCl 1.350e-08, N2 3.231e-12
B_0 from levels (cm^-1): H2 56.38722, HCl 10.19379, N2 1.91469
Fundamental from levels (cm^-1): H2 4144.42, HCl 2907.62, N2 2309.91
D_0 from levels (cm^-1): H2 3.95926e-02, HCl 4.84064e-04, N2 5.20582e-06
Relation minus D_0 (% of D_0): H2 1.503, HCl 0.399, N2 -0.107
B/omega (%): H2 1.319, HCl 0.343, N2 0.082
4B_0^3/fundamental^2 (cm^-1): H2 4.17517e-02, HCl 5.01177e-04, N2 5.26214e-06
H2 curve, mass x 1: D_0/D - 1 (%): -1.4811
H2 curve, mass x 64: D_0/D - 1 (%): -0.1945
H2 curve, mass x 256: D_0/D - 1 (%): -0.0977
Deviation ratio, mass x 256 to x 64: 0.503
verified
```
